# Surviving Macrospin Precession Amplitudes from the Melnikov Energy Balance

## A thin film as a pendulum

Take a magnetized film whose moment lies almost in the plane, at an angle $\phi$ from its easy axis $x$. Let $a$ be the in-plane anisotropy field and $b\gg a$ the field that resists tilting out of the plane. With time measured as $\tau=\gamma t$, a small tilt $m_z$ turns the moment at the rate $\phi'=-b\,m_z$. Twice the energy per moment is

$$\varepsilon=a\sin^2\phi+b\,m_z^2=a\sin^2\phi+\phi'^2/b ,$$

the energy of a pendulum. Damping $\alpha$ removes $\varepsilon/2$ at the rate $\alpha\phi'^2$. A spin torque of strength $\sigma$ that pushes the moment away from $+x$ supplies it at the rate $\sigma\varepsilon\cos\phi$. Both rates are derived below.

For a small swing, $\phi'^2$ averages to $b\varepsilon/2$, because kinetic and potential parts share the energy equally. Gain balances loss when $\sigma\varepsilon=\alpha b\varepsilon/2$, or $\sigma/\alpha=b/2$.

For the largest swing, $\varepsilon=a$, so $|\phi'|=\sqrt{ab}\cos\phi$. During one passage from $-\pi/2$ to $\pi/2$,

$$\text{loss}=\alpha\int|\phi'|\,d\phi=2\alpha\sqrt{ab},\qquad \text{gain}=\sigma a\int\frac{\cos\phi\,d\phi}{|\phi'|}=\frac{\pi\sigma a}{\sqrt{ab}} .$$

These balance at $\sigma/\alpha=2b/\pi$, which is $4/\pi$ times the small-swing value. The large swing needs more drive than the small one, so between the two drives there is room for a steady swing of finite size. The task is to find the required drive at every amplitude and for any ratio $r=a/b<1$.

## The model and its energy rate

Let $\mathbf m$ be the unit moment of a uniform film, $\mathbf p=+\hat x$ the reference direction, and $0<a<b$. There is no applied field and the temperature is zero. With $g=\varepsilon/2$, $\varepsilon=am_y^2+bm_z^2$ and $\mathbf h=-\nabla g=-(0,am_y,bm_z)$,

$$\mathbf m'=-\mathbf m\times\mathbf h+\alpha\,\mathbf m\times\mathbf m'+\sigma\,\mathbf m\times(\mathbf m\times\mathbf p).$$

A current $I$ of polarization efficiency $\eta$ delivers angular momentum $(\hbar/2)\eta I/e$ per second to a moment $M_sV$. Multiplying by $\gamma/(M_sV)$ and dividing by $\gamma$ for the scaled time gives $\sigma=\hbar\eta I/(2eM_sV)$, a field in tesla. Positive $\sigma$ pushes $\mathbf m$ away from $\mathbf p$.

Write $\mathbf F$ for the first and third terms. Since $\mathbf m\perp\mathbf m'$, crossing the equation with $\mathbf m$ gives $\mathbf m\times\mathbf m'=\mathbf m\times\mathbf F-\alpha\mathbf m'$, hence

$$(1+\alpha^2)\mathbf m'=\mathbf F+\alpha\,\mathbf m\times\mathbf F,\qquad \mathbf m\times\mathbf F=-\mathbf m\times(\mathbf m\times\mathbf h)-\sigma\,\mathbf m\times\mathbf p .$$

The energy changes as $g'=-\mathbf h\cdot\mathbf m'$. We need $\mathbf h\cdot\mathbf p=0$, $\mathbf h\cdot\mathbf m=-\varepsilon$ and $\mathbf m\times(\mathbf m\times\mathbf p)=m_x\mathbf m-\mathbf p$. The result is

$$(1+\alpha^2)g'=\sigma\varepsilon m_x-\alpha|\mathbf m\times\mathbf h|^2+\alpha\sigma(b-a)m_ym_z .$$

Without damping and torque the motion is

$$\mathbf m'=\big((b-a)m_ym_z,\;-b\,m_xm_z,\;a\,m_xm_y\big).$$

The last energy term is therefore $\alpha\sigma m_x'$ on a conservative orbit and integrates to zero over a turn. It is of second order in any case.

The orbits around $+x$ have $0<\varepsilon<a$. At $m_z=0$ they reach $m_y^2=\varepsilon/a\equiv s$, so $s$ is the squared sine of the peak in-plane angle. The saddle, at $\mathbf m=\pm\hat y$, has $s=1$.

## First derivation: work along the orbit

The Melnikov function $M$ is the first-order change of $g$ in one turn, evaluated on the conservative orbit. Parametrize that orbit by

$$m_y=\sqrt{\varepsilon/a}\,\cos\psi,\qquad m_z=\sqrt{\varepsilon/b}\,\sin\psi .$$

The equation $m_z'=am_xm_y$ gives $\psi'=\sqrt{ab}\,m_x$. Therefore $\oint m_x\,d\tau=2\pi/\sqrt{ab}$ at every energy in this well. For the loss,

$$|\mathbf m\times\mathbf h|^2=a^2m_y^2+b^2m_z^2-\varepsilon^2=\varepsilon\,(a\cos^2\psi+b\sin^2\psi-\varepsilon).$$

With $d\tau=d\psi/(\sqrt{ab}\,m_x)$ the balance becomes

$$M=\frac{2\pi\varepsilon}{\sqrt{ab}}(\sigma-\alpha R),\qquad R=\frac1{2\pi}\oint\frac{a\cos^2\psi+b\sin^2\psi-\varepsilon}{m_x}\,d\psi .$$

Set $u_1=1-\varepsilon/b$ and $u_2=1-\varepsilon/a$. Then $m_x^2=u_2+(u_1-u_2)\sin^2\psi$. Solving this for $\sin^2\psi$, with $u_1-u_2=\varepsilon(b-a)/(ab)$, turns the numerator into

$$a-\varepsilon+\frac{ab}{\varepsilon}(m_x^2-u_2)=\frac{ab}{\varepsilon}(m_x^2-u_1u_2),$$

because $a-\varepsilon=au_2$ and $au_2-abu_2/\varepsilon=-(ab/\varepsilon)u_1u_2$. Shifting $\psi$ by $\pi/2$ gives $m_x=\sqrt{u_1}\sqrt{1-k\sin^2\theta}$ with $k=1-u_2/u_1$. The complete elliptic integrals $K(k)=\int_0^{\pi/2}(1-k\sin^2\theta)^{-1/2}d\theta$ and $E(k)=\int_0^{\pi/2}(1-k\sin^2\theta)^{1/2}d\theta$ then yield

$$\boxed{R=\frac{2ab\sqrt{u_1}}{\pi\varepsilon}\,[E(k)-u_2K(k)]}\qquad T=\oint\frac{d\psi}{\sqrt{ab}\,m_x}=\frac{4K(k)}{\sqrt{ab\,u_1}} .$$

An orbit survives if $\sigma/\alpha=R$. As $\varepsilon\to0$, $m_x\to1$ and the angle average gives $R(0)=(a+b)/2$. As $\varepsilon\to a$, $u_2K\to0$ and $E\to1$, so $R(a)=(2/\pi)\sqrt{b(b-a)}$. For $a\ll b$ these are the pendulum values.

## Second derivation: divergence inside the orbit

The same function follows from the area that the orbit encloses on the unit sphere. To first order the non-conservative velocity is

$$\mathbf v=-\alpha\nabla_s g-\sigma\nabla_s m_x ,$$

where $\nabla_s$ is the surface gradient: $-\mathbf m\times(\mathbf m\times\mathbf h)$ is the tangential part of $\mathbf h$, and $\mathbf m\times(\mathbf m\times\mathbf p)$ is minus that of $\mathbf p$. The conservative speed is $|\mathbf m\times\mathbf h|=|\nabla_sg|$, so an orbit element has length $d\ell=|\nabla_sg|\,d\tau$. With the outward normal $\mathbf n=\nabla_sg/|\nabla_sg|$,

$$M=\oint\mathbf v\cdot\nabla_sg\,d\tau=\oint\mathbf v\cdot\mathbf n\,d\ell=\iint\nabla_s\!\cdot\mathbf v\,dA .$$

The surface Laplacian of a homogeneous polynomial $f$ of degree $l$ is $\nabla^2f-l(l+1)f$ on the unit sphere. Thus $\nabla_s^2m_x=-2m_x$, $\nabla_s^2m_y^2=2-6m_y^2$ and likewise for $m_z^2$, so

$$\nabla_s\!\cdot\mathbf v=2\sigma m_x-\alpha(a+b-3\varepsilon').$$

Here $\varepsilon'$ is the local energy value inside the cap. The torque part needs no dynamics: $m_x\,dA$ is the area projected on the $yz$ plane, and the cap projects onto an ellipse of area $\pi\varepsilon/\sqrt{ab}$. The gain is $2\pi\sigma\varepsilon/\sqrt{ab}$, as before.

For the damping part, use elliptical coordinates in that plane. They give $dA=d\varepsilon'\,d\psi/(2\sqrt{ab}\,m_x)$, and the $\psi$ integral is $\tfrac12T(\varepsilon')\,d\varepsilon'$. Hence

$$R(\varepsilon)=\frac{\sqrt{ab}}{4\pi\varepsilon}\int_0^{\varepsilon}(a+b-3\varepsilon')\,T(\varepsilon')\,d\varepsilon' .$$

To see that this is the boxed formula, differentiate $J=\sqrt{u_1}[E-u_2K]$ with respect to $\varepsilon$. The ingredients are

$$\frac{dE}{dk}=\frac{E-K}{2k},\quad \frac{dK}{dk}=\frac{E-(1-k)K}{2k(1-k)},\quad \frac1k\frac{dk}{d\varepsilon}=\frac1{\varepsilon u_1},\quad \frac{u_2}{1-k}=u_1 .$$

The terms from $dk/d\varepsilon$ inside the bracket combine to

$$\frac{(1-u_1)E-(1-u_2)K}{2\varepsilon u_1}=\frac{E/b-K/a}{2u_1}.$$

Adding the derivatives of $\sqrt{u_1}$ and $u_2$,

$$\frac{dJ}{d\varepsilon}=\frac1{2\sqrt{u_1}}\Big[-\frac{E-u_2K}{b}+\frac Eb-\frac Ka+\frac{2u_1K}{a}\Big]=\frac{K\,(a+b-3\varepsilon)}{2ab\sqrt{u_1}} .$$

This is $\sqrt{ab}\,(a+b-3\varepsilon)T/(8ab)$. Since $J(0)=0$, integrating it and inserting $R=2abJ/(\pi\varepsilon)$ reproduces the integral above.

## What each derivation assumes

Both evaluate the perturbation on the undamped orbit, so both need $\alpha$ small at fixed $\sigma/\alpha$. The first needs the torque on the orbit alone, and it carries over directly to a torque efficiency that depends on angle. The second needs a smooth velocity field throughout the cap. In return it reduces the loss to the period function and shows which regions contract.

Neither integral by itself proves that a limit cycle exists. For that, follow successive values of $s$ on the section $m_z=0$, $m_y>0$. One turn changes $\varepsilon$ by $2M$ plus terms of order $\alpha^2$. Divide this change by $\alpha$: a simple zero of $M$ then persists for small enough $\alpha$, by the implicit function theorem. Near the zero, deviations of $\varepsilon$ relax at the rate

$$\lambda=-\frac{2}{T}\frac{dM}{d\varepsilon}=\frac{4\pi\varepsilon\alpha}{\sqrt{ab}\,T}\frac{dR}{d\varepsilon},$$

so the cycle is stable where $R$ rises. The argument is not uniform at the saddle, where $T$ diverges. The permitted $\alpha$ shrinks as the orbit approaches it.

Reflecting $m_z$ and reversing time leaves the conservative term unchanged and reverses the signs of $\alpha$ and $\sigma$. The section maps to itself. At fixed $\sigma/\alpha$ the cycle's $s$ there is thus even in $\alpha$, and its first correction is of order $\alpha^2$.

## Which amplitudes survive

The sign of $dR/d\varepsilon$ decides. Use $k$ as the variable, which grows with $s$, and put $q=1-r$, $w=q+rk$. Then $s=k/w$, $u_1=q/w$ and $u_2=q(1-k)/w$. Since $w=q(1-k)+k$,

$$R=\frac{2b\sqrt q}{\pi}\,w^{-1/2}\,[E-q(1-k)C],\qquad C=\frac{K-E}{k}.$$

With $P=(2C-E)/k$, the derivatives of $E$ and $K$ give $dE/dk=-C/2$ and $d[(1-k)C]/dk=-P/2$. Differentiating, and replacing $E$ by $2C-kP$,

$$\frac{\pi w^{3/2}}{b\sqrt q}\frac{dR}{dk}=w(qP-C)-r[2C-kP-q(1-k)C]=\Delta\,C\Big[\frac PC-1-\frac{2r}{\Delta}\Big],$$

where $\Delta=(1-r)^2+r(2-r)k$.

The ratio $P/C$ increases with $k$. To show it, write $K=\frac\pi2\sum\kappa_nk^n$ and $E=\frac\pi2\sum\kappa_nk^n/(1-2n)$, with $\kappa_{n+1}/\kappa_n=[(2n+1)/(2n+2)]^2$. Apart from the factor $\pi/2$, the coefficients of $k^{n-1}$ are

$$c_{n-1}=\frac{2n\kappa_n}{2n-1},\qquad p_{n-1}=2c_n+\frac{\kappa_n}{2n-1}=\frac{n(4n+1)\kappa_n}{(n+1)(2n-1)} .$$

Their ratio $\rho_{n-1}=(4n+1)/(2n+2)$ grows with $n$. The numerator of $d(P/C)/dk$ is $\sum_{i>j}(i-j)(\rho_i-\rho_j)c_ic_jk^{i+j-1}$ up to a positive factor, and every term is positive. So $P/C$ rises from $5/4$ at $k=0$ to $2$ at $k=1$, where $C$ diverges, while $2r/\Delta$ falls from $2r/(1-r)^2$ to $2r$. The bracket can change sign at most once, from minus to plus. It starts non-negative if $(1-r)^2\ge8r$, and it ends positive if $r<1/2$. This gives three classes:

- $r\le5-2\sqrt6\approx0.101$: $R$ rises throughout. Each drive with $R(0)<\sigma/\alpha<R(a)$ has one cycle, and it is stable.
- $0.101<r<1/2$: $R$ has one minimum. Cycles above it in amplitude are stable. Those below are unstable and act as thresholds.
- $r\ge1/2$: $R$ falls throughout and no stable precession exists.

The value $1/2$ has a direct meaning in the second derivation. At the saddle the damping contributes the divergence $-\alpha(b-2a)$, weighted by a diverging period. If $b>2a$, the slow passage near the saddle adds contraction and $R$ rises there. If $b<2a$, it adds expansion. Just below $r=1/2$ the minimum sits where $C\approx1/(1-2r)$. With $K\approx\frac12\ln[16/(1-k)]$ this means $1-k\approx16\exp[-2-2/(1-2r)]$, an exponentially thin stable band.

Other orbits do not survive for $\sigma>0$. In the $-x$ well $m_x<0$, so torque and damping both remove energy. For $a<\varepsilon<b$ the orbits circle $\pm z$. Half a turn around $z$ maps such an orbit onto itself and reverses $m_x$, so $\oint m_xd\tau=0$ and the loss remains alone.

## A nanopillar in numbers

Consider an elliptical free layer of $120\times60\times3$ nm with $M_s=800$ kA/m, $\alpha=0.01$, $\eta=0.3$, $a=20$ mT and $b=800$ mT. Here $r=0.025$, in the first class. The lower edge is $R(0)=(20+800)/2=410$ mT, so the threshold torque field is $0.01\times410=4.10$ mT, which takes 0.564 mA. The upper edge is 502.9 mT, or 0.691 mA. At zero temperature and to first order in $\alpha$, stable precession occupies a current range of 23% above threshold.

| peak angle | current / threshold | frequency (GHz) |
|---|---|---|
| 18.4° | 1.010 | 3.45 |
| 45.0° | 1.060 | 2.99 |
| 71.6° | 1.160 | 2.14 |
| 84.3° | 1.214 | 1.49 |

One per cent above threshold already gives an 18° swing, because $R$ is nearly flat at small amplitude. The frequency falls from 3.545 GHz as the orbit spends longer near the saddle.

At 1.10 times threshold, 0.62 mA, the balance predicts $s=0.7060$, a peak angle of 57.2° and 2.66 GHz. The limit cycle of the full equation has $s=0.7053$. The error is $-7.5\times10^{-4}$, and halving $\alpha$ at fixed $\sigma/\alpha$ reduces it to $-1.9\times10^{-4}$, a factor of four as the symmetry argument requires. The energy relaxation time is 5.6 ns, about 15 periods. Started from $s=0.05$, the full equation settles on this cycle. At 1.30 times threshold, beyond the upper edge, it ends reversed at $m_x=-1$, and at 0.95 it returns to $m_x=+1$.

Now lower $b$ to 100 mT, as perpendicular anisotropy can do, with everything else fixed. Then $r=0.20$, in the second class: $R(0)=60.0$ mT, the minimum is 55.9 mT at a peak angle of 68°, and $R(a)=56.9$ mT. At $\sigma/\alpha=56.4$ mT an unstable cycle at $s=0.66$ separates the stable rest state from a stable cycle at $s=0.98$. A slowly raised current does not reach that cycle from rest: the rest state lasts until 60.0 mT, where every orbit in the well already gains energy. The precession must be started by a kick past the unstable cycle, and its whole current range is 0.0769 to 0.0783 mA.

## Beside a real device

The size, $M_s$, $\alpha$ and $\eta$ are rough typical values for a permalloy-type metallic spin valve, and the threshold density of $1.0\times10^7$ A/cm² is of the usual order for such pillars. The fields $a$ and $b$ are chosen round numbers, not derived from the shape. The demagnetizing factors of a uniformly magnetized ellipse of this size give $a\approx45$ mT and $b\approx0.88$ T. Then $r\approx0.05$, still in the first class, and the barrier is about 74 $k_BT_{\rm K}$ at 300 K instead of the 33 quoted below for $a=20$ mT. Several neglected effects are not small:

- **Temperature.** Let $\theta=k_BT_{\rm K}/(M_sV)$, with $T_{\rm K}$ the temperature. Fluctuation–dissipation gives each noise-field component the strength $2\alpha\theta$. The variance of $\varepsilon$ then grows at the mean rate $8\alpha\theta\langle|\mathbf m\times\mathbf h|^2\rangle$. Dividing by $2\lambda$ gives ${\rm var}(\varepsilon)=2\theta R/(dR/d\varepsilon)$ for a narrow distribution. A cold stochastic ensemble with $r=0.025$, $\alpha=0.015$ and $s=0.6$ had a width of 0.0403 in $s$, against 0.0400 from the formula. For the pillar at 300 K, with a barrier of 33 $k_BT_{\rm K}$, the formula gives 0.38. That exceeds the distance of 0.29 in $s$ from the cycle to the saddle, so the narrow-distribution formula no longer applies. It also means that the 57° precession does not persist at room temperature: noise carries the moment over the saddle, typically within nanoseconds, and it settles near $-x$, where torque and damping both remove energy. The stable current ranges given above are zero-temperature results.
- **Torque asymmetry.** If the efficiency varies as $1/(1+0.3m_x)$, the threshold rises by 30% and the saddle value falls from 1.23 to 1.11 times threshold. As a fraction of the threshold, the range of stable drive is halved; in absolute current it shrinks to about two thirds, because the threshold itself is higher.
- **Nonuniformity.** With an exchange stiffness $A=10^{-11}$ J/m and the long axis $L=120$ nm, the exchange field of the first nonuniform mode, $(2A/M_s)(\pi/L)^2$, is 17 mT, comparable to $a$. The Oersted field at the edge, $\mu_0I/(2\pi\rho)$ for a round pillar of equal area and radius $\rho$, is 2.9 mT at 1.10 times threshold. The single-moment picture is therefore marginal at this size.

A net stray field from the reference layer would also break the symmetry used here, and $R$ would have to be recomputed. The small-angle threshold and the three classes hold for the zero-field, uniform, constant-efficiency model. The numerical output below lists the remaining values.

## Table of computed values

```
pillar 120 x 60 x 3 nm
Ms = 800 kA/m, alpha = 0.01, eta = 0.3
a = 20 mT, b = 800 mT, r = a/b = 0.025
critical r: 0.1010 and 0.5
R(0) = 410.0 mT, R(saddle) = 502.9 mT
R(saddle)/R(0) = 1.2266
threshold torque field = 4.10 mT
threshold current = 0.564 mA
upper-edge current = 0.691 mA
threshold current density = 9.97e+06 A/cm2
small-amplitude frequency = 3.545 GHz
s, peak angle (deg), R/R(0), current (mA), frequency (GHz):
  0.10  18.4 1.0096 0.569 3.451
  0.30  33.2 1.0319 0.582 3.243
  0.50  45.0 1.0602 0.598 2.993
  0.70  56.8 1.0986 0.619 2.670
  0.90  71.6 1.1598 0.654 2.144
  0.99  84.3 1.2137 0.684 1.493
drive 1.10 x threshold: I = 0.620 mA
  predicted s = 0.7060, angle = 57.17 deg
  full equation s = 0.7053, angle = 57.12 deg
  error in s, alpha and alpha/2: -7.46e-04, -1.87e-04
  frequency: predicted 2.658, full 2.659 GHz
  energy relaxation time = 5.60 ns
  transient from s = 0.05 ends at s = 0.7061
drive 1.30 x threshold: final mx = -1.0000
drive 0.95 x threshold: final mx = 1.0000
largest error of |m| after the transients = 4.5e-07
second film: b = 100 mT, r = 0.20
  R(0), R(min), R(saddle) = 60.000, 55.934, 56.941 mT
  currents = 0.08248, 0.07689, 0.07827 mA
  minimum at s = 0.8627, angle = 68.25 deg
  at sigma/alpha = 56.438 mT:
  unstable s = 0.6590, stable s = 0.9784
thermal test width of s: simulated 0.0403, formula 0.0400
barrier/kT at 300 K = 32.8
narrow-width estimate of thermal spread of s = 0.379
Oersted field at edge = 2.92 mT
exchange field of first nonuniform mode = 17.1 mT
expansion parameter alpha*sqrt(b/a) = 0.063
torque asymmetry 0.3: threshold x 1.30
  R/R(0) lowest 1.0003, near saddle 1.1144
```
